# The state-specific CASSCF nuclear gradient and its overlap term: a numerical check

```python
"""
Result under test: for a state-specific CASSCF energy
    E = sum h_pq D_pq + 1/2 sum G_pqrs (pq|rs) + V_nn
the nuclear gradient is
    dE/dx = sum D_pq h^x_pq + 1/2 sum G_pqrs (pq|rs)^x
            - sum F_pq S^x_pq + dV_nn/dx,
    F_pq = sum_r D_pr h_qr + sum_rst G_prst (qr|st).
D, G: spin-summed one- and two-particle densities; h, (pq|rs), S: core
Hamiltonian, repulsion and overlap integrals; superscript x: derivative of
the AO integrals, transformed with unperturbed orbital coefficients C.
Example: Li2, 6-31G, two electrons in four active orbitals. Atomic units.
"""
import numpy as np
from scipy.linalg import expm
from scipy.constants import physical_constants, angstrom
from pyscf import gto, scf, mcscf, fci

BOND = 6.0
NCORE, NACT, NELEC = 2, 4, 2
NOCC = NCORE + NACT


def make_molecule(bond):
    return gto.M(atom=[["Li", (0, 0, 0)], ["Li", (0, 0, bond)]],
                 basis="6-31g", unit="Bohr", verbose=0)


def ao_integrals(mol):
    h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    return mol.intor("int1e_ovlp"), h, mol.intor("int2e", aosym="s1")


def to_mo(one, two, C):
    return (C.T @ one @ C,
            np.einsum("abcd,ap,bq,cr,ds->pqrs", two, C, C, C, C,
                      optimize=True))


def ao_derivatives(mol, atom):
    """z derivatives of S, h and (ab|cd) for displacement of one atom."""
    first, last = mol.aoslice_by_atom()[atom, 2:]
    own = slice(first, last)
    s_half = np.zeros((mol.nao, mol.nao))
    s_half[own] = -mol.intor("int1e_ipovlp")[2][own]
    with mol.with_rinv_at_nucleus(atom):
        h_half = -mol.atom_charge(atom) * mol.intor("int1e_iprinv")[2]
    h_half[own] -= (mol.intor("int1e_ipkin")[2]
                    + mol.intor("int1e_ipnuc")[2])[own]
    g_part = np.zeros((mol.nao,) * 4)
    g_part[own] = -mol.intor("int2e_ip1")[2][own]
    g_pair = g_part + g_part.transpose(1, 0, 2, 3)
    return (s_half + s_half.T, h_half + h_half.T,
            g_pair + g_pair.transpose(2, 3, 0, 1))


def full_densities(ci, norb):
    """Embed the active-space densities of a CI vector in the full MO space."""
    d_act, g_act = fci.direct_spin1.make_rdm12(ci, NACT, (1, 1))
    D = np.zeros((norb, norb))
    D[:NCORE, :NCORE] = 2 * np.eye(NCORE)
    act = slice(NCORE, NOCC)
    D[act, act] = d_act
    G = (np.einsum("pq,rs->pqrs", D, D)
         - 0.5 * np.einsum("ps,rq->pqrs", D, D))
    G[act, act, act, act] = g_act
    return D, G


def density_energy(mol, C, D, G):
    _, h, g = ao_integrals(mol)
    hm, gm = to_mo(h, g, C)
    return np.sum(D * hm) + 0.5 * np.sum(G * gm) + mol.energy_nuc()


def generalized_fock(mol, C, D, G):
    _, h, g = ao_integrals(mol)
    hm, gm = to_mo(h, g, C)
    return D @ hm.T + np.einsum("prst,qrst->pq", G, gm, optimize=True)


def gradient_terms(mol, C, D, G, atom):
    """One-electron, two-electron, overlap and nuclear contributions."""
    sx, hx, gx = ao_derivatives(mol, atom)
    hm, gm = to_mo(hx, gx, C)
    F = generalized_fock(mol, C, D, G)
    z = mol.atom_coords()[:, 2]
    gap = z[atom] - z[1 - atom]
    nuclear = -mol.atom_charge(0) * mol.atom_charge(1) * gap / abs(gap)**3
    return np.array([np.sum(D * hm), 0.5 * np.sum(G * gm),
                     -np.sum(F * (C.T @ sx @ C)), nuclear])


def carry_orbitals(C, S):
    """Symmetrically orthonormalize old coefficients in a new overlap."""
    w, v = np.linalg.eigh(C.T @ S @ C)
    return C @ (v / np.sqrt(w)) @ v.T


def aligned_rotation(C_old, C_new, S):
    """Rotation from carried to new orbitals, redundant rotations removed."""
    T = carry_orbitals(C_old, S).T @ S @ C_new
    for block in (slice(0, NCORE), slice(NCORE, NOCC), slice(NOCC, None)):
        u, _, vt = np.linalg.svd(T[block, block])
        T[:, block] = T[:, block] @ (u @ vt).T
    return T


def stencil(samples, step):
    """Derivative from samples at -2, -1, +1, +2 steps."""
    a, b, c, d = samples
    return (a - 8 * b + 8 * c - d) / (12 * step)


def run_rhf(mol):
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-12, 1e-8, 100
    mf.kernel()
    assert mf.converged
    return mf


def ordered_orbitals(mf):
    """Put 1sg, 1su, then active 2sg, 2su, 1pu(x), 1pu(y) first."""
    labels = mf.mol.ao_labels(fmt=None)

    def rows(atom, test):
        return [i for i, l in enumerate(labels) if l[0] == atom and test(l)]

    def is_s(l):
        return l[2].endswith("s")

    def is_pi(l):
        return l[2].endswith("p") and l[3] in ("x", "y")

    C = mf.mo_coeff
    sA, sB = C[rows(0, is_s)], C[rows(1, is_s)]
    pA, pB = C[rows(0, is_pi)], C[rows(1, is_pi)]
    sg, su, pu = [], [], []
    for k in range(C.shape[1]):
        if np.sum(pA[:, k]**2 + pB[:, k]**2) > 1e-6:
            if pA[:, k] @ pB[:, k] > 0:
                pu.append(k)
        elif sA[:, k] @ sB[:, k] > 0:
            sg.append(k)
        else:
            su.append(k)
    front = [sg[0], su[0], sg[1], su[1], pu[0], pu[1]]
    return C[:, front + [k for k in range(C.shape[1]) if k not in front]]


def run_casscf(mf, guess):
    mc = mcscf.CASSCF(mf, NACT, NELEC)
    mc.conv_tol, mc.conv_tol_grad, mc.max_cycle_macro = 1e-11, 1e-6, 100
    mc.kernel(guess)
    return mc


def run_casci(mf):
    mc = mcscf.CASCI(mf, NACT, NELEC)
    mc.kernel(ordered_orbitals(mf))
    return mc


rng = np.random.default_rng(7)
mol = make_molecule(BOND)
norb = mol.nao
mf = run_rhf(mol)
mc = run_casscf(mf, ordered_orbitals(mf))
C = mc.mo_coeff
D, G = full_densities(mc.ci, norb)
F = generalized_fock(mol, C, D, G)
spin_square = fci.spin_op.spin_square0(mc.ci, NACT, (1, 1))[0]
energy_mismatch = abs(density_energy(mol, C, D, G) - mc.e_tot)
fock_asymmetry = np.max(abs(F - F.T))
assert abs(spin_square) < 1e-6
assert energy_mismatch < 1e-8
assert fock_asymmetry < 1e-5

# Analytic AO derivatives against differences of the integrals themselves.
small = 0.01
offsets = np.array([-2, -1, 1, 2])
displaced = [make_molecule(BOND + k * small) for k in offsets]
tables = [ao_integrals(m) for m in displaced]
integral_error = max(
    np.max(abs(stencil([t[i] for t in tables], small) - exact))
    for i, exact in enumerate(ao_derivatives(mol, 1)))
assert integral_error < 1e-6

# Generalized Fock matrix and carried-orbital derivative, tested away from
# stationarity with random orbitals and a random normalized CI vector.
A = 0.1 * rng.normal(size=(norb, norb))
C_rand = C @ expm(A - A.T)
ci_rand = rng.normal(size=(NACT, NACT))
ci_rand /= np.linalg.norm(ci_rand)
D_rand, G_rand = full_densities(ci_rand, norb)
F_rand = generalized_fock(mol, C_rand, D_rand, G_rand)
B = 0.1 * rng.normal(size=(norb, norb))
kappa = B - B.T
rotation_fd = stencil([density_energy(mol, C_rand @ expm(k * small * kappa),
                                      D_rand, G_rand) for k in offsets], small)
rotation_formula = 2 * np.sum(F_rand * kappa.T)
assert abs(rotation_formula) > 1e-3
assert abs(rotation_fd - rotation_formula) < 1e-6
carried_fd = stencil([density_energy(m, carry_orbitals(C_rand, t[0]),
                                     D_rand, G_rand)
                      for m, t in zip(displaced, tables)], small)
carried_formula = gradient_terms(mol, C_rand, D_rand, G_rand, 1).sum()
assert abs(carried_fd - carried_formula) < 1e-6

# Final formula against fully reoptimized CASSCF energies.
terms = gradient_terms(mol, C, D, G, 1)
gradient = terms.sum()
other_atom = gradient_terms(mol, C, D, G, 0).sum()
assert abs(gradient + other_atom) < 1e-7
step = 0.05
energies, rotations = [], []
for k in offsets:
    m = make_molecule(BOND + k * step)
    S = m.intor("int1e_ovlp")
    moved = run_casscf(run_rhf(m), carry_orbitals(C, S))
    energies.append(moved.e_tot)
    rotations.append(aligned_rotation(C, moved.mo_coeff, S))
fd_wide = (energies[3] - energies[0]) / (4 * step)
fd_narrow = (energies[2] - energies[1]) / (2 * step)
fd_best = stencil(energies, step)
assert abs(fd_best - gradient) < 1e-6
assert abs(fd_narrow - gradient) < abs(fd_wide - gradient)
assert abs(terms[2]) > 1e-3
X = stencil(rotations, step)
K = 0.5 * (X - X.T)
response_norm = np.linalg.norm(K)
response_energy = 2 * np.sum(F * K.T)
assert response_norm > 1e-3
assert abs(response_energy) < 1e-6

# Unoptimized orbitals: the missing part must equal the orbital response.
ref = run_casci(mf)
D_ref, G_ref = full_densities(ref.ci, norb)
F_ref = generalized_fock(mol, ref.mo_coeff, D_ref, G_ref)
short_formula = gradient_terms(mol, ref.mo_coeff, D_ref, G_ref, 1).sum()
ci_step = 0.02
ci_energies, ci_rotations = [], []
for k in offsets:
    m = make_molecule(BOND + k * ci_step)
    moved = run_casci(run_rhf(m))
    ci_energies.append(moved.e_tot)
    ci_rotations.append(aligned_rotation(ref.mo_coeff, moved.mo_coeff,
                                         m.intor("int1e_ovlp")))
casci_fd = stencil(ci_energies, ci_step)
X_ref = stencil(ci_rotations, ci_step)
K_ref = 0.5 * (X_ref - X_ref.T)
casci_response = 2 * np.sum(F_ref * K_ref.T)
assert abs(casci_fd - short_formula) > 1e-5
assert abs(casci_fd - short_formula - casci_response) < 1e-6

occupations = np.linalg.eigvalsh(D[NCORE:NOCC, NCORE:NOCC])[::-1]
to_ev_per_angstrom = (physical_constants["Hartree energy in eV"][0]
                      * angstrom / physical_constants["Bohr radius"][0])
U = "hartree/bohr"
print(f"Li2 bond length: {BOND:.2f} bohr")
print(f"6-31G basis functions: {norb}")
print(f"core orbitals: {NCORE}; active orbitals: {NACT}; "
      f"active electrons: {NELEC}")
print(f"RHF energy: {mf.e_tot:.8f} hartree")
print(f"CASSCF energy: {mc.e_tot:.8f} hartree")
print("active natural occupations:",
      " ".join(f"{n:.5f}" for n in occupations))
print(f"energy from densities minus CASSCF: {energy_mismatch:.1e} hartree")
print(f"largest |F - F^T|: {fock_asymmetry:.1e} hartree")
print("-- gradient on second nucleus, along the bond --")
for name, value in zip(("one-electron term", "two-electron term",
                        "overlap term (with its minus sign)",
                        "nuclear repulsion term"), terms):
    print(f"{name}: {value:.8f} {U}")
print(f"analytic total: {gradient:.8f} {U}")
print(f"analytic total: {gradient * to_ev_per_angstrom:.6f} eV/angstrom")
print(f"total without overlap term: {gradient - terms[2]:.8f} {U}")
print(f"sum of gradients on both nuclei: {gradient + other_atom:.1e} {U}")
print("-- differences of reoptimized CASSCF energies --")
for k, e in zip(offsets, energies):
    print(f"energy at {BOND + k * step:.2f} bohr: {e:.10f} hartree")
print(f"central difference, step {2 * step:.2f} bohr: {fd_wide:.8f} {U}")
print(f"central difference, step {step:.2f} bohr: {fd_narrow:.8f} {U}")
print(f"four-point difference: {fd_best:.8f} {U}")
print(f"four-point minus analytic: {fd_best - gradient:.1e} {U}")
print(f"CASSCF orbital response norm: {response_norm:.3f} 1/bohr")
print(f"its energy contribution: {response_energy:.1e} {U}")
print("-- tests away from stationarity --")
print(f"largest AO derivative error: {integral_error:.1e} atomic units")
print(f"random rotation, difference: {rotation_fd:.7f} hartree")
print(f"random rotation, from F: {rotation_formula:.7f} hartree")
print(f"carried random state, difference: {carried_fd:.7f} {U}")
print(f"carried random state, formula: {carried_formula:.7f} {U}")
print("-- CASCI on RHF orbitals --")
print(f"CASCI energy: {ref.e_tot:.8f} hartree")
print(f"energy difference gradient: {casci_fd:.8f} {U}")
print(f"short formula: {short_formula:.8f} {U}")
print(f"missing part: {casci_fd - short_formula:.8f} {U}")
print(f"orbital response term: {casci_response:.8f} {U}")
print("done: every assertion held")
```

Running it gives:

```
Li2 bond length: 6.00 bohr
6-31G basis functions: 18
core orbitals: 2; active orbitals: 4; active electrons: 2
RHF energy: -14.86348882 hartree
CASSCF energy: -14.88632164 hartree
active natural occupations: 1.81234 0.09504 0.04631 0.04631
energy from densities minus CASSCF: 0.0e+00 hartree
largest |F - F^T|: 3.8e-08 hartree
-- gradient on second nucleus, along the bond --
one-electron term: 0.68100584 hartree/bohr
two-electron term: -0.39837582 hartree/bohr
overlap term (with its minus sign): -0.02608578 hartree/bohr
nuclear repulsion term: -0.25000000 hartree/bohr
analytic total: 0.00654424 hartree/bohr
analytic total: 0.336518 eV/angstrom
total without overlap term: 0.03263002 hartree/bohr
sum of gradients on both nuclei: 5.6e-17 hartree/bohr
-- differences of reoptimized CASSCF energies --
energy at 5.90 bohr: -14.8869524825 hartree
energy at 5.95 bohr: -14.8866431360 hartree
energy at 6.05 bohr: -14.8859890576 hartree
energy at 6.10 bohr: -14.8856464343 hartree
central difference, step 0.10 bohr: 0.00653024 hartree/bohr
central difference, step 0.05 bohr: 0.00654078 hartree/bohr
four-point difference: 0.00654430 hartree/bohr
four-point minus analytic: 5.7e-08 hartree/bohr
CASSCF orbital response norm: 0.765 1/bohr
its energy contribution: -1.0e-08 hartree/bohr
-- tests away from stationarity --
largest AO derivative error: 1.9e-11 atomic units
random rotation, difference: -0.2939948 hartree
random rotation, from F: -0.2939948 hartree
carried random state, difference: -0.0295676 hartree/bohr
carried random state, formula: -0.0295676 hartree/bohr
-- CASCI on RHF orbitals --
CASCI energy: -14.87525316 hartree
energy difference gradient: 0.00604639 hartree/bohr
short formula: 0.00889903 hartree/bohr
missing part: -0.00285264 hartree/bohr
orbital response term: -0.00285264 hartree/bohr
done: every assertion held
```
